# Why Current Reversal Leaves a Peltier Error in Resistance Measurements: test program

```python
"""
Result under test: reversing the current leaves the Peltier-Seebeck error in
a resistance measurement. For a bar with end conductances G0, GL to its
surroundings the half-difference resistance at low current is
    R_app = R * (1 + ZT / (1 + Gs/K)),   Gs = G0*GL/(G0+GL),  ZT = S^2 T/(R K)
S: Seebeck coefficient relative to the leads, R: isothermal resistance,
K: thermal conductance of the bar, T: temperature. All variables are in SI.
Positive current flows from end 0 (on the chip) to end L (free, with straps).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq

# Rough typical parameters of an on-chip thermoelectric cooler leg
T = 300.0
length, width = 20e-6, 50e-6
area = width**2
seebeck, resistivity, conductivity = 200e-6, 1.0e-5, 1.5
heat_capacity = 1.2e6
R = resistivity * length / area
K = conductivity * area / length
ZT = seebeck**2 * T / (R * K)
# Assumed relative changes per kelvin of S, resistivity and conductivity
slope_S, slope_rho, slope_kappa = 1e-3, 5e-3, -1e-3

# Two equal metal straps at the free end; only one carries current
lorenz = np.pi**2 / 3 * (const.k / const.e)**2
strap_rho, strap_length, strap_area = 20e-9, 200e-6, 10e-6 * 0.5e-6
strap_R = strap_rho * strap_length / strap_area
G_top = 2 * lorenz * T / strap_rho * strap_area / strap_length
G_chip = 5e-3
pad_capacity = 3.4e6 * area * 1e-6
current = 1e-3
offset = 1.0


def series(G0, GL):
    return G0 * GL / (G0 + GL)


def excess_formula(G0, GL):
    return ZT / (1 + series(G0, GL) / K)


def solve_leg(I, G0, GL, bath_offset=0.0, sign=1):
    """Nonlinear steady state; returns voltage and end-to-end temperature."""
    def rhs(s, y):
        u, Q, V = y
        S = sign * seebeck * (1 + slope_S * u)
        kappa = conductivity * (1 + slope_kappa * u)
        du = length * (S * (T + u) * I - Q) / (kappa * area)
        dV = I * R * (1 + slope_rho * u) + S * du
        return [du, I * dV, dV]

    def shoot(u0):
        sol = solve_ivp(rhs, (0, 1), [u0, -G0 * u0, 0.0], method="DOP853",
                        rtol=1e-11, atol=[1e-13, 1e-17, 1e-17])
        assert sol.success
        return sol.y[:, -1]

    def mismatch(u0):
        u, Q, V = shoot(u0)
        # half of the Joule heat of the current strap reaches the free end
        return Q + I**2 * strap_R / 2 - GL * (u - bath_offset)

    u0 = brentq(mismatch, -0.5, 0.5, xtol=1e-15, rtol=1e-14)
    uL, Q, V = shoot(u0)
    return V, uL - u0


def reversed_excess(I, G0, GL, bath_offset=0.0, sign=1):
    plus = solve_leg(I, G0, GL, bath_offset, sign)[0]
    minus = solve_leg(-I, G0, GL, bath_offset, sign)[0]
    return (plus - minus) / (2 * I * R) - 1


# Low-current limit for different couplings, including one isolated end
small = 1e-5
worst = 0.0
for G0, GL in [(G_chip, G_top), (G_chip, 0.0), (1e-6, 1e-6),
               (1e-4, 3e-4), (2e-3, 2e-3)]:
    numeric = reversed_excess(small, G0, GL)
    error = abs(numeric - excess_formula(G0, GL))
    worst = max(worst, error)
    assert error < 2e-6, (G0, GL, numeric)
one_isolated = reversed_excess(small, G_chip, 0.0)
assert abs(one_isolated - ZT) < 2e-6
negative_carriers = reversed_excess(small, G_chip, G_top, sign=-1)
assert abs(negative_carriers - excess_formula(G_chip, G_top)) < 2e-6

# Working current with a fixed temperature offset of the strap far ends
V_plus, dT_plus = solve_leg(current, G_chip, G_top, offset)
V_minus, dT_minus = solve_leg(-current, G_chip, G_top, offset)
V_static, dT_static = solve_leg(0.0, G_chip, G_top, offset)
V_odd, V_even = (V_plus - V_minus) / 2, (V_plus + V_minus) / 2
dT_odd = (dT_plus - dT_minus) / 2
Gs = series(G_chip, G_top)
static_formula = seebeck * offset * Gs / (K + Gs)
dT_formula = seebeck * T * current / (K + Gs)
excess = excess_formula(G_chip, G_top)
full_excess = V_odd / (current * R) - 1
# Property changes over the offset are of order 0.1 percent
assert abs(V_static / static_formula - 1) < 1e-3
assert abs(dT_odd / dT_formula - 1) < 2e-3
assert abs(full_excess - excess) < 3e-3
double = [solve_leg(s * 2 * current, G_chip, G_top, offset)[0] for s in (1, -1)]
even_ratio = (sum(double) / 2 - V_static) / (V_even - V_static)
assert abs(even_ratio - 4) < 0.04

# Heat sinking needed for a one percent error, equal coupling at both ends
Gs_needed = K * (ZT / 0.01 - 1)
sunk_excess = reversed_excess(small, 2 * Gs_needed, 2 * Gs_needed)
assert abs(sunk_excess - 0.01) < 2e-6


# Frequency response: closed form against a finite-volume heat equation
def ac_formula(frequency):
    omega = 2 * np.pi * frequency
    w = length * np.sqrt(1j * omega * heat_capacity / conductivity)
    diagonal = K * w / np.tanh(w) + 1j * omega * pad_capacity
    mutual = K * w / np.sinh(w)
    Y0, YL = diagonal + G_chip, diagonal + G_top
    thermal = (Y0 + YL - 2 * mutual) / (Y0 * YL - mutual**2)
    return seebeck**2 * T * thermal / R


cells = 400
dx = length / cells
link = conductivity * area / dx
conduct = np.zeros((cells + 1, cells + 1))
for j in range(cells):
    conduct[j:j + 2, j:j + 2] += link * np.array([[1, -1], [-1, 1]])
conduct[0, 0] += G_chip
conduct[-1, -1] += G_top
capacity = np.full(cells + 1, heat_capacity * area * dx)
capacity[[0, -1]] = capacity[[0, -1]] / 2 + pad_capacity
source = np.zeros(cells + 1)
source[0], source[-1] = -seebeck * T, seebeck * T
frequencies = [1.0, 1e3, 1e5, 1e6]
ac_excess = []
for f in frequencies:
    matrix = conduct + 2j * np.pi * f * np.diag(capacity)
    theta = np.linalg.solve(matrix, source)
    numeric = seebeck * (theta[-1] - theta[0]) / R
    formula = ac_formula(f)
    # second-order grid error, largest at the shortest diffusion length
    assert abs(numeric - formula) < 2e-3 * abs(formula)
    ac_excess.append(formula.real)
assert abs(ac_excess[0] - excess) < 1e-4
assert ac_excess[-1] < 0.05 * ZT

# Relaxation after reversal from the opposite steady state
rates, modes = eigh(conduct, np.diag(capacity))
steady = np.linalg.solve(conduct, source)
weights = modes.T @ (capacity * steady)
relaxation_time = 1 / rates[0]


def ratio_after_reversal(t):
    theta = steady - 2 * modes @ (np.exp(-rates * t) * weights)
    return 1 + seebeck * (theta[-1] - theta[0]) / R


delays = [1e-6, 1e-4, 1e-2]
delayed = [ratio_after_reversal(t) for t in delays]
assert delayed[0] < 1
assert abs(delayed[-1] - 1 - excess) < 1e-6

# Sizes of neglected effects
G_air = 0.026 * (4 * np.sqrt(area / np.pi) + 2 / np.pi * 4 * width)
air_excess = excess_formula(G_chip, G_top + G_air)
G_radiation = 4 * const.sigma * T**3 * (area + 4 * width * length)
contact_R = 2 * 1e-12 / area
boundary_share = 2 * 1e-8 * conductivity / length
inductive = 2 * np.pi * 1e5 * 1e-9
metal_S = 2e-6
metal_ZT = metal_S**2 / lorenz

print(f"Leg: height {length*1e6:.0f} um, side {width*1e6:.0f} um, T {T:.0f} K")
print(f"Seebeck coefficient relative to leads: {seebeck*1e6:.0f} uV/K")
print(f"Resistivity: {resistivity*1e5:.2f} mohm cm")
print(f"Thermal conductivity: {conductivity:.2f} W/(m K)")
print(f"Leg heat capacity: {heat_capacity/1e6:.2f} J/(cm3 K)")
print(f"Property slopes S, rho, kappa: {slope_S*100:.1f}, "
      f"{slope_rho*100:.1f}, {slope_kappa*100:.1f} %/K")
print(f"Isothermal resistance R: {R*1e3:.2f} mohm")
print(f"Leg thermal conductance K: {K*1e6:.2f} uW/K")
print(f"ZT: {ZT:.4f}")
print(f"Strap: {strap_length*1e6:.0f} um long, {strap_area*1e12:.1f} um2, "
      f"{strap_rho*1e9:.0f} nohm m, {strap_R:.2f} ohm")
print(f"Free-end conductance, two straps: {G_top*1e6:.2f} uW/K")
print(f"Chip-end conductance: {G_chip*1e6:.0f} uW/K")
print(f"Series conductance Gs: {Gs*1e6:.2f} uW/K; Gs/K: {Gs/K:.4f}")
print(f"Predicted excess fraction: {excess:.4f}")
print(f"Predicted apparent resistance: {R*(1+excess)*1e3:.2f} mohm")
print(f"Excess with free end isolated, full model: {one_isolated:.4f}")
print(f"Excess with negative S, full model: {negative_carriers:.4f}")
print(f"Largest low-current formula error: {worst:.1e}")
print(f"Current: {current*1e3:.1f} mA; ohmic voltage {current*R*1e6:.2f} uV")
print(f"Peltier heat rate: {seebeck*T*current*1e6:.2f} uW")
print(f"Leg Joule heat rate: {current**2*R*1e6:.3f} uW")
print(f"Odd temperature difference: formula {dT_formula:.4f} K, "
      f"full {dT_odd:.4f} K")
print(f"Peltier-Seebeck voltage: {seebeck*dT_formula*1e6:.2f} uV")
print(f"Fixed offset at strap far ends: {offset:.1f} K")
print(f"Static voltage: formula {static_formula*1e6:.2f} uV, "
      f"full {V_static*1e6:.2f} uV")
print(f"Forward voltage: {V_plus*1e6:.2f} uV")
print(f"Reversed voltage: {V_minus*1e6:.2f} uV")
print(f"Half-difference: {V_odd*1e6:.2f} uV; half-sum: {V_even*1e6:.2f} uV")
print(f"Apparent resistance, full model: {V_odd/current*1e3:.2f} mohm")
print(f"Even voltage beyond static: {(V_even-V_static)*1e6:.3f} uV")
print(f"Its growth on doubling current: {even_ratio:.3f} times")
print(f"Slowest thermal relaxation time: {relaxation_time*1e3:.3f} ms")
for t, value in zip(delays, delayed):
    print(f"V/(I R) at {t*1e3:g} ms after reversal: {value:.4f}")
for f, value in zip(frequencies, ac_excess):
    print(f"In-phase excess at {f:g} Hz: {value:.5f}")
print(f"Pad heat capacity, each end: {pad_capacity*1e9:.2f} nJ/K")
print(f"Gs needed for 1% error: {Gs_needed*1e3:.2f} mW/K "
      f"({2*Gs_needed*1e3:.2f} mW/K per end)")
print(f"Excess with that sinking, full model: {sunk_excess:.5f}")
print(f"Metal with S {metal_S*1e6:.0f} uV/K: ZT {metal_ZT:.2e}")
print(f"Air conductance estimate: {G_air*1e6:.2f} uW/K; "
      f"excess becomes {air_excess:.4f}")
print(f"Radiation conductance: {G_radiation*1e6:.4f} uW/K")
print(f"Two contacts at 1e-8 ohm cm2: {contact_R*1e3:.2f} mohm, "
      f"{contact_R/R*100:.2f} % of R")
print(f"Thermal boundary share of leg resistance: {boundary_share*100:.2f} %")
print(f"Reactance of 1 nH at 100 kHz: {inductive*1e3:.2f} mohm")
print(f"Full-model minus formula excess: {full_excess-excess:.1e}")
print("all assertions hold")
```

Printed output:

```
Leg: height 20 um, side 50 um, T 300 K
Seebeck coefficient relative to leads: 200 uV/K
Resistivity: 1.00 mohm cm
Thermal conductivity: 1.50 W/(m K)
Leg heat capacity: 1.20 J/(cm3 K)
Property slopes S, rho, kappa: 0.1, 0.5, -0.1 %/K
Isothermal resistance R: 80.00 mohm
Leg thermal conductance K: 187.50 uW/K
ZT: 0.8000
Strap: 200 um long, 5.0 um2, 20 nohm m, 0.80 ohm
Free-end conductance, two straps: 18.32 uW/K
Chip-end conductance: 5000 uW/K
Series conductance Gs: 18.26 uW/K; Gs/K: 0.0974
Predicted excess fraction: 0.7290
Predicted apparent resistance: 138.32 mohm
Excess with free end isolated, full model: 0.8000
Excess with negative S, full model: 0.7290
Largest low-current formula error: 2.7e-07
Current: 1.0 mA; ohmic voltage 80.00 uV
Peltier heat rate: 60.00 uW
Leg Joule heat rate: 0.080 uW
Odd temperature difference: formula 0.2916 K, full 0.2917 K
Peltier-Seebeck voltage: 58.32 uV
Fixed offset at strap far ends: 1.0 K
Static voltage: formula 17.74 uV, full 17.75 uV
Forward voltage: 156.68 uV
Reversed voltage: -120.06 uV
Half-difference: 138.37 uV; half-sum: 18.31 uV
Apparent resistance, full model: 138.37 mohm
Even voltage beyond static: 0.565 uV
Its growth on doubling current: 4.000 times
Slowest thermal relaxation time: 0.165 ms
V/(I R) at 0.001 ms after reversal: 0.3193
V/(I R) at 0.1 ms after reversal: 1.0798
V/(I R) at 10 ms after reversal: 1.7290
In-phase excess at 1 Hz: 0.72902
In-phase excess at 1000 Hz: 0.41976
In-phase excess at 100000 Hz: 0.01548
In-phase excess at 1e+06 Hz: 0.00070
Pad heat capacity, each end: 8.50 nJ/K
Gs needed for 1% error: 14.81 mW/K (29.62 mW/K per end)
Excess with that sinking, full model: 0.01000
Metal with S 2 uV/K: ZT 1.64e-04
Air conductance estimate: 6.24 uW/K; excess becomes 0.7077
Radiation conductance: 0.0398 uW/K
Two contacts at 1e-8 ohm cm2: 0.80 mohm, 1.00 % of R
Thermal boundary share of leg resistance: 0.15 %
Reactance of 1 nH at 100 kHz: 0.63 mohm
Full-model minus formula excess: 6.4e-04
all assertions hold
```
